# Overlap of PAW valence states with frozen core orbitals, part 2

A PAW calculation never orthogonalizes its frozen core orbitals against the valence states; the question is how large the remaining overlap is. The treatment is nonrelativistic, without spin, in Gaussian units, with $a_0=\hbar^2/me^2$ and $\hbar^2/2m=e^2a_0/2$. Atoms $b$ carry non-overlapping spheres $\Omega_b$ of radius $r_c$, partial waves $\phi_i^b$, smooth partial waves $\tilde\phi_i^b$ and projectors $\tilde p_i^b$:

$$\phi_i^b=\tilde\phi_i^b\ \text{ outside }\Omega_b,\qquad \tilde p_i^b=0\ \text{ outside }\Omega_b,\qquad \langle\tilde p_i^b|\tilde\phi_j^b\rangle=\delta_{ij}. \tag{1}$$

A smooth function $\tilde\psi$ gives the reconstructed valence function

$$\psi=\tilde\psi+\sum_b\sum_i\left(\phi_i^b-\tilde\phi_i^b\right)P_i^b,\qquad P_i^b=\langle\tilde p_i^b|\tilde\psi\rangle. \tag{2}$$

Atom $a$, at the origin, drops its label. Its one-centre expansions are

$$\psi^1=\sum_i\phi_iP_i,\qquad \tilde\psi^1=\sum_i\tilde\phi_iP_i. \tag{3}$$

Its frozen core is the normalized reference-atom orbital $c=r^{-1}u_c(r)Y_{lm}$. "In" and "out" restrict integrals to $\Omega_a$ and its complement. The overlap is

$$S=\langle c|\psi\rangle. \tag{4}$$

In general,

$$\psi=\tilde\psi-\tilde\psi^1+\psi^1\qquad\text{inside }\Omega_a. \tag{5}$$

$$S=\langle c|\tilde\psi-\tilde\psi^1\rangle_{\rm in}+\sum_i\langle c|\phi_i\rangle P_i+\langle c|\psi-\psi^1\rangle_{\rm out}. \tag{7}$$

The assumptions are (A) $\langle c|\phi_i\rangle=0$ over all space, (B) $\tilde\psi=\tilde\psi^1$ throughout $\Omega_a$, and (C) $c=0$ outside $\Omega_a$. They give

$$\text{(A), (B), (C)}\quad\Longrightarrow\quad S=0. \tag{8}$$

$$\text{(A), (B)}:\quad S=\langle c|\psi-\psi^1\rangle_{\rm out}. \tag{10}$$

Under (A) alone,

$$S=\Big\langle c\Big|\,1-\sum_i|\tilde\phi_i\rangle\langle\tilde p_i|\,\Big|\tilde\psi\Big\rangle+\sum_{b\neq a}\sum_j\langle c|\phi_j^b-\tilde\phi_j^b\rangle P_j^b. \tag{19}$$

The reference atom has potential $V(r)$, $H_a=-(\hbar^2/2m)\nabla^2+V$ and $V_l=V+\hbar^2l(l+1)/2mr^2$. In the core's channel $\phi_i=r^{-1}u_iY_{lm}$, with $u_i$ regular at the origin, continued outward by the same equation, at a chosen energy $\varepsilon_i$:

$$-\frac{\hbar^2}{2m}u_c''+V_lu_c=\varepsilon_cu_c,\qquad -\frac{\hbar^2}{2m}u_i''+V_lu_i=\varepsilon_iu_i. \tag{11}$$

Then (A) holds for $\varepsilon_i>\varepsilon_c$. The core decays at the rate

$$\kappa_c=\frac{\sqrt{2m|\varepsilon_c|}}{\hbar}. \tag{14}$$

With

$$W_i\equiv\langle c|\phi_i\rangle_{\rm in}=-\langle c|\phi_i\rangle_{\rm out}=\frac{\hbar^2}{2m}\,\frac{u_i(r_c)u_c'(r_c)-u_c(r_c)u_i'(r_c)}{\varepsilon_i-\varepsilon_c}, \tag{15}$$

equation (10) becomes a sum of two terms that can nearly cancel:

$$S=\langle c|\psi\rangle_{\rm out}+\sum_iW_iP_i. \tag{16}$$

The quantity

$$Q_{\rm out}=\langle c|c\rangle_{\rm out} \tag{17}$$

is the core norm leaked out of the sphere.

### The tail overlap as an effect of the environment

Equation (10) is kinematic. Its size follows from the equation that $\psi$ obeys. Let $\psi$ be an exact eigenstate, normalizable or of Bloch type, of $H=H_a+\delta V$, where $\delta V$ is the difference between the potential in the molecule or solid and that of the reference atom, and let its energy be $\varepsilon$. Evaluate $\langle c|H|\psi\rangle$ in two ways. Acting to the right, $H$ gives $\varepsilon S$. Alternatively $H_a$ is moved to the left, which produces no surface term because $c$ decays exponentially and $\psi$ is bounded, and gives $\varepsilon_cS+\langle c|\delta V|\psi\rangle$. Equating the two,

$$S=\frac{\langle c|\delta V|\psi\rangle}{\varepsilon-\varepsilon_c}. \tag{21}$$

This is exact, not perturbative, and it involves neither spheres nor projectors. A constant part $V_0$ of $\delta V=V_0+\delta V'$ contributes $V_0S$ to the numerator. Moved to the left side it gives $S=\langle c|\delta V'|\psi\rangle/(\varepsilon-\varepsilon_c-V_0)$, so a rigid shift of the potential over the extent of the core only realigns the energy zero and causes no overlap. Below, $\delta V$ is understood with this constant removed.

Equation (21) has two consequences for the logic of the theorem. For the free atom, $\delta V=0$, it gives $S=0$ however far the core extends: a tail alone produces no overlap, and what counts is the change of potential that the tail feels. Conversely, if $\delta V$ varies inside the sphere, the exact state has in general $S\neq0$ even for a core with a negligible tail. By (8) such a state cannot be represented exactly in the form $\psi^1$ with partial waves orthogonal to the frozen core. A PAW state that obeys (B) then stays orthogonal to the frozen core and misses a small component of the exact state. This is an error of the frozen-core approximation that does not show up in the overlap.

The pure tail case is $\delta V=0$ in $\Omega_a$. The $lm$ component $r^{-1}u(r)Y_{lm}$ of $\psi$ then obeys the atomic radial equation at energy $\varepsilon$ for $r<r_c$ and is regular at the origin. The regular solution is unique up to a factor, so if the set contains a partial wave with $\varepsilon_1=\varepsilon$, then $u=Pu_1$ inside the sphere for some number $P$. Choose $\tilde\psi$ in this channel equal to $P\tilde\phi_1$ inside and to $\psi$ outside. The duality in (1) gives $P_1=P$ and $P_i=0$ for the other $i$, so (B) holds exactly, and (5) returns $\psi=P\phi_1$, the exact state. Equations (10) and (21) must then agree.

For a spherical $\delta V$ the agreement can be shown directly. Let $D=u-Pu_1$ for $r\ge r_c$. Since $u$ and $u_1$ have continuous values and slopes and $u=Pu_1$ inside,

$$D(r_c)=0,\qquad D'(r_c)=0. \tag{22}$$

Subtracting $P$ times the equation for $u_1$ from the equation $-(\hbar^2/2m)u''+(V_l+\delta V)u=\varepsilon u$ gives

$$-\frac{\hbar^2}{2m}D''+(V_l-\varepsilon)D=-\delta V\,u. \tag{23}$$

Multiply by $u_c$ and integrate from $r_c$ to infinity. Two integrations by parts give $\int u_cD''dr=[u_cD'-u_c'D]+\int u_c''D\,dr$. The boundary term vanishes at $r_c$ by (22) and at infinity because $\varepsilon>\varepsilon_c$. The left side becomes $\int D\,[-(\hbar^2/2m)u_c''+V_lu_c-\varepsilon u_c]\,dr=(\varepsilon_c-\varepsilon)\int u_cD\,dr$ by (11). Changing the sign of both sides,

$$\int_{r_c}^\infty u_cD\,dr=\frac{1}{\varepsilon-\varepsilon_c}\int_{r_c}^\infty u_c\,\delta V\,u\,dr, \tag{24}$$

whose left side is (10) and whose right side is (21).

Conditions (22) explain the cancellation in (16): where the tail is largest, just outside the sphere, $\psi$ and $\psi^1$ coincide in value and slope. The effect can be estimated for a deep core. Let $x=r-r_c$ and $\delta V\approx\gamma x^n$ near the sphere, take $u_c\approx u_c(r_c)\exp(-\kappa_cx)$, treat $u$ as constant over the length $1/\kappa_c$, and put $\varepsilon-\varepsilon_c\approx|\varepsilon_c|$. With $\int_0^\infty x^n\exp(-\kappa_cx)\,dx=n!/\kappa_c^{n+1}$, equation (24) gives $S\approx u_c(r_c)u(r_c)\,\gamma\,n!/(\kappa_c^{n+1}|\varepsilon_c|)$, while the same approximations give $\langle c|\psi\rangle_{\rm out}\approx u_c(r_c)u(r_c)/\kappa_c$ and $Q_{\rm out}\approx u_c(r_c)^2/2\kappa_c$. The ratio is

$$\frac{S}{\langle c|\psi\rangle_{\rm out}}\approx\frac{n!\,\gamma/\kappa_c^{\,n}}{|\varepsilon_c|}, \tag{25}$$

the change of potential over one decay length of the core measured against the binding energy of the core. A deep core is protected twice, by the exponential factor $\exp(-\kappa_cr_c)$ in $u_c(r_c)$ and by the small ratio (25). A shallow core has neither protection in full.

A rigorous bound follows from (21). Since $\delta V$ vanishes inside the sphere, the numerator is an integral over the outer region, and the Cauchy–Schwarz inequality there gives, for normalized $\psi$,

$$|S|\le\frac{\sqrt{Q_{\rm out}}\;\|\delta V\psi\|}{\varepsilon-\varepsilon_c}. \tag{26}$$

The overlap is bounded by the tail amplitude $\sqrt{Q_{\rm out}}$ and not by the leaked norm $Q_{\rm out}$. The leaked norm is therefore no measure of $S$: in the example below $|S|$ exceeds $Q_{\rm out}$ for the 2p core and is smaller than $Q_{\rm out}$ for the 3p core.

### The relaxed core and the cost of an overlap

Let $c'$ be the core state of the full Hamiltonian, $Hc'=\varepsilon_c'c'$, with its sign chosen so that $\langle c'|c\rangle>0$. It is an eigenstate of the same Hermitian operator as $\psi$ with a different eigenvalue, so $\langle c'|\psi\rangle=0$. Writing $c=c'-(c'-c)$,

$$S=-\langle c'-c|\psi\rangle. \tag{27}$$

The overlap is the component along $\psi$ of the relaxation that the frozen core was not allowed to make. A sum rule follows. Expand $c$ in the eigenstates $\psi_n$ of $H$, continuum included, and let $S_n$ be its overlaps with those other than $c'$. Normalization gives $\sum_n|S_n|^2=1-\langle c'|c\rangle^2$. With $\lambda=\|c'-c\|$ one has $\lambda^2=2-2\langle c'|c\rangle$, so $\langle c'|c\rangle=1-\lambda^2/2$ and

$$\sum_n|S_n|^2=\lambda^2-\tfrac14\lambda^4. \tag{28}$$

The relaxed core is in general not orthogonal to the old partial waves, since it belongs to another potential. For an exactly reconstructed $\psi$ obeying (B) the second and third terms of (7), written for $c'$, cancel each other. If (B) holds and the relaxed core is practically confined, the third term is negligible and the overlap is $\sum_i\langle c'|\phi_i\rangle P_i$. In that case, which arises when the potential changes inside the sphere, a relaxed-core scheme must regenerate or reorthogonalize its partial waves along with the core.

What an overlap costs is seen from two occupied real orbitals $c$ and $\psi$ of the same spin. The overlap matrix and its inverse are

$$O=\begin{pmatrix}1&S\\S&1\end{pmatrix},\qquad O^{-1}=\frac{1}{1-S^2}\begin{pmatrix}1&-S\\-S&1\end{pmatrix}. \tag{29}$$

The projector on the plane spanned by nonorthogonal orbitals $\chi_\mu$ is $\Pi=\sum_{\mu\nu}|\chi_\mu\rangle(O^{-1})_{\mu\nu}\langle\chi_\nu|$, because acting on $\chi_\rho$ it gives $\sum_\mu\chi_\mu(O^{-1}O)_{\mu\rho}=\chi_\rho$, and it annihilates everything orthogonal to the plane. A Slater determinant depends only on this plane, so its density is the diagonal of $\Pi$,

$$n=\frac{c^2+\psi^2-2S\,c\psi}{1-S^2}, \tag{30}$$

which differs from the frozen-core sum $c^2+\psi^2$ locally at first order in $S$. The one-particle energy of the determinant is ${\rm Tr}(\Pi H)=(H_{cc}+H_{\psi\psi}-2SH_{c\psi})/(1-S^2)$. For an eigenstate $\psi$, $H_{\psi\psi}=\varepsilon$ and $H_{c\psi}=\varepsilon S$. Subtracting the plain sum and bringing it over the common denominator,

$${\rm Tr}(\Pi H)-(H_{cc}+\varepsilon)=\frac{-2\varepsilon S^2+S^2(H_{cc}+\varepsilon)}{1-S^2}=-\frac{S^2(\varepsilon-H_{cc})}{1-S^2}. \tag{31}$$

Here $H_{cc}=\varepsilon_c+\langle c|\delta V|c\rangle$ is close to $\varepsilon_c$, so the error in the energy is about $S^2(\varepsilon-\varepsilon_c)$ for each core–valence pair, of second order. Quantities built from core–valence matrix elements are affected at first order. For the dipole operator a shift of origin by $\mathbf R$ gives $\langle c|\mathbf r-\mathbf R|\psi\rangle=\langle c|\mathbf r|\psi\rangle-\mathbf RS$, so a core-level transition moment depends on the origin when $S\neq0$. Where this matters, $S$ is computed from (19) and $\psi$ is replaced by $(\psi-Sc)/\sqrt{1-S^2}$, which is orthogonal to $c$ because $\langle c|\psi-Sc\rangle=S-S=0$, and normalized because $\|\psi-Sc\|^2=1-2S^2+S^2$.

### Worked example: 2p and 3p cores of a vanadium-like atom

The model is a single $l=1$ channel with chosen inputs. The reference atom has the screened Coulomb potential

$$V(r)=-\frac{e^2}{r}\left[1+\frac{Z-1}{\eta\,(\exp(r/d)-1)+1}\right],\qquad Z=23,\quad d=a_0,\quad \eta=3.6, \tag{32}$$

which behaves as $-Ze^2/r$ at the nucleus and as $-e^2/r$ far away. The sphere radius is $r_c=2.3\,a_0=1.2171$ Å. The environment is represented by a smooth attractive well outside the sphere, chosen for illustration and not derived from a crystal potential:

$$\delta V=-V_1s^2\exp[2(1-s)],\qquad s=\frac{r-r_c}{b}\quad(r>r_c), \tag{33}$$

and $\delta V=0$ inside, with $V_1=0.3\,e^2/a_0=8.163$ eV and $b=2.5\,a_0=1.3229$ Å. The well has depth $V_1$ at $s=1$. In the printed output $\eta$ appears as H and $V_1$ as A. The unit of energy is $e^2/a_0=27.21139$ eV, radial functions are in $a_0^{-1/2}$, and all are taken positive near the nucleus.

The atomic levels are $\varepsilon_{2p}=-19.127698\,e^2/a_0=-520.49$ eV, $\varepsilon_{3p}=-1.817288\,e^2/a_0=-49.45$ eV and $\varepsilon_{4p}=-0.152258\,e^2/a_0=-4.14$ eV. The first two are of the size of the real binding energies in vanadium, roughly 500 eV and roughly 40 eV. The valence state $\psi$ is the third p level of $V+\delta V$, at $\varepsilon=-0.355536\,e^2/a_0=-9.6746$ eV.

Partial waves are regular solutions of (11) normalized to one inside the sphere. Their smooth partners are $\tilde u_i=\alpha_2r^2+\alpha_4r^4+\alpha_6r^6$ for $r<r_c$, with the three coefficients fixed by the value, slope and second derivative of $u_i$ at $r_c$. The projectors are built from $\chi_j=(1-r^2/r_c^2)^2\,\tilde u_j$ as $\tilde p_i=\sum_j(M^{-1})_{ij}\chi_j$ with $M_{jk}=\int_0^{r_c}\chi_j\tilde u_k\,dr$, which gives $\int\tilde p_i\tilde u_k\,dr=(M^{-1}M)_{ik}=\delta_{ik}$ as (1) requires. The smooth valence function is obtained from $u$ by the same polynomial matching. Two sets of two partial waves are compared. The first (set A in the output) has energies $\varepsilon$ and $0.5\,e^2/a_0=13.606$ eV. The second (set B) has energies $\varepsilon_{4p}$ and $13.606$ eV.

The tail overlap has been traced to the change of potential felt by the core tail, bounded, and related to the missing core relaxation and to the errors it causes in density and energy. The model atom is set up; what remains is to evaluate the overlaps for its 2p and 3p cores and to test the assumptions, the neighbour term and the relaxed core numerically.
